# Wannier's Threshold Exponent for Electron-Impact Ionization of a Neutral Atom

An electron that ionizes a neutral atom with a small excess energy $E$ above threshold leaves two slow electrons in the field of an ion of charge $Z=1$. The ionization cross section then vanishes as

$$\sigma\propto E^{\lambda},\qquad \lambda=\frac14\left[\sqrt{\frac{100Z-9}{4Z-1}}-1\right]=1.127\quad(Z=1).\tag{1}$$

The exponent is the growth rate, in $\ln R$, of a small relative difference between the two electron–ion distances. Both electrons escape if this difference is still small when the pair reaches a radius of order $1/E$, and the fraction of the outgoing flux that meets this condition shrinks as $E^\lambda$.

## Model and assumptions

Atomic units are used in the derivation. The nucleus is fixed, the motion is non-relativistic, and the total orbital angular momentum is zero. Outside an inner radius $R_0$ only Coulomb forces act. The complicated collision inside $R_0$ is not solved. It is assumed to deliver an outgoing distribution that tends to a limit independent of $E$ as $E\to0$, and that has non-zero density on the ridge defined below. Double escape is assumed to proceed by direct outward motion near this ridge. These assumptions give the power of $E$, not the prefactor. A real collision also involves non-zero total angular momenta; they are not treated here.

Let $r_1,r_2$ be the distances from the nucleus and $\theta_{12}$ the angle between the electrons. Define

$$r_1=R\cos\alpha,\quad r_2=R\sin\alpha,\quad \alpha=\tfrac{\pi}{4}+\delta,\quad \theta_{12}=\pi-\varphi.\tag{2}$$

Here $R$ measures the size of the pair, $\delta$ its asymmetry and $\varphi$ its bend. The ridge is $\delta=\varphi=0$: equal distances on opposite sides of the ion.

## The potential near the ridge

Since $r_{12}^2=r_1^2+r_2^2-2r_1r_2\cos\theta_{12}$, $\sin2\alpha=\cos2\delta$ and $\cos\theta_{12}=-\cos\varphi$, the potential is $V=-C(\delta,\varphi)/R$ with

$$C=\frac{Z}{\cos\alpha}+\frac{Z}{\sin\alpha}-\frac{1}{\sqrt{1+\cos2\delta\cos\varphi}}.\tag{3}$$

For the attraction, $\cos\alpha+\sin\alpha=\sqrt2\cos\delta$ and $\cos\alpha\sin\alpha=\frac12\cos2\delta$, so

$$\frac{1}{\cos\alpha}+\frac1{\sin\alpha}=\frac{2\sqrt2\cos\delta}{\cos2\delta}\simeq2\sqrt2\left(1-\tfrac12\delta^2\right)\left(1+2\delta^2\right)\simeq2\sqrt2\left(1+\tfrac32\delta^2\right).$$

For the repulsion, $1+\cos2\delta\cos\varphi\simeq2-2\delta^2-\frac12\varphi^2$, whose inverse square root is $\frac1{\sqrt2}(1+\frac12\delta^2+\frac18\varphi^2)$. Collecting terms,

$$C\simeq C_0+\tfrac12C_1\delta^2-\tfrac12C_2\varphi^2,\tag{4}$$

$$C_0=\frac{4Z-1}{\sqrt2},\qquad C_1=\frac{12Z-1}{\sqrt2},\qquad C_2=\frac1{4\sqrt2}.\tag{5}$$

For $Z=1$ these are 2.121, 7.778 and 0.177. Because $V=-C/R$, the potential falls as $|\delta|$ grows and rises as $|\varphi|$ grows. The electron that lags behind feels the stronger attraction and lags further, while mutual repulsion restores the straight line.

## Equations of motion

The radial part of the kinetic energy is $\frac12(\dot r_1^2+\dot r_2^2)=\frac12(\dot R^2+R^2\dot\delta^2)$. With zero angular momentum the motion is planar and $r_1^2\dot\theta_1+r_2^2\dot\theta_2=0$. The rotational energy then depends on the relative angular velocity alone:

$$\frac12\frac{r_1^2r_2^2}{r_1^2+r_2^2}\dot\varphi^2=\frac18R^2\cos^2(2\delta)\,\dot\varphi^2.$$

To second order in $\delta$ and $\varphi$ the Lagrangian is

$$\mathcal L=\tfrac12\dot R^2+\tfrac12R^2\dot\delta^2+\tfrac18R^2\dot\varphi^2+\frac1R\left(C_0+\tfrac12C_1\delta^2-\tfrac12C_2\varphi^2\right).\tag{6}$$

On the ridge, energy conservation gives

$$\tfrac12\dot R^2=E+\frac{C_0}{R},\tag{7}$$

and the small deviations obey

$$\frac{d}{dt}(R^2\dot\delta)=\frac{C_1}{R}\delta,\qquad \frac{d}{dt}\left(\tfrac14R^2\dot\varphi\right)=-\frac{C_2}{R}\varphi.\tag{8}$$

Equation (7) defines the Wannier radius $R_W=C_0/E$. Well inside it the Coulomb energy dominates. At $R_W$ the two terms on the right of Eq. (7) are equal, and only far outside do the electrons move almost freely.

## The unstable exponent

For $R\ll R_W$, $\dot R=\sqrt{2C_0/R}$. Try $\delta=R^\kappa$ and use $d/dt=\dot R\,d/dR$. First, $R^2\dot\delta=\sqrt{2C_0}\,\kappa R^{\kappa+1/2}$. A second time derivative gives $2C_0\kappa(\kappa+\frac12)R^{\kappa-1}$, which must equal $C_1R^{\kappa-1}$. Hence

$$\kappa\left(\kappa+\tfrac12\right)=k,\qquad k=\frac{C_1}{2C_0}=\frac{12Z-1}{2(4Z-1)}.\tag{9}$$

The roots are $\kappa=-\frac14\pm\frac12\sqrt{\frac14+4k}$, and

$$\frac14+4k=\frac{(4Z-1)+8(12Z-1)}{4(4Z-1)}=\frac{100Z-9}{4(4Z-1)}.$$

The upper root is $\lambda$ of Eq. (1). The lower root is $\kappa_-=-\frac12-\lambda=-1.627$ for $Z=1$. Thus

$$\delta=AR^{\lambda}+BR^{\kappa_-},\tag{10}$$

and far from the inner zone only the amplitude $A$ matters.

For $Z=2$ the exponent is 1.056. As $Z\to\infty$ the square root tends to 5 and $\lambda\to1$: the repulsion becomes negligible beside the attraction, and the law becomes linear. The excess of $\lambda$ over 1 is therefore due to the repulsion between the electrons.

The bend is treated in the same way. With $\varphi=R^\mu$, Eq. (8) gives $\frac14\cdot2C_0\mu(\mu+\frac12)=-C_2$, so $\mu(\mu+\frac12)=-1/[2(4Z-1)]$ and

$$\mu=-\frac14\pm\frac14\sqrt{\frac{4Z-9}{4Z-1}}.\tag{11}$$

For $Z=1$ this is $-0.25\pm0.323\,i$, an oscillation in $\ln R$ whose amplitude falls as $R^{-1/4}$. Bent trajectories return towards the ridge and no flux is lost. The bend does modify the growth of $\delta$ through terms of relative size $\varphi^2\propto R^{-1/2}$. Their accumulated effect on $\ln\delta$ is proportional to $\int R^{-1/2}\,dR/R$, which converges at large $R$. It changes the prefactor of the threshold law and leaves the exponent alone.

## How the growth stops

Set $x=R/R_W=ER/C_0$ and $f=1+1/x$, so that $\dot R^2=2Ef$. The first of Eqs. (8) becomes

$$\sqrt f\,\frac{d}{dx}\left(x^2\sqrt f\,\frac{d\delta}{dx}\right)=\frac{k}{x}\,\delta,\tag{12}$$

or, after the derivative is carried out and $x^2f'=-1$ is used,

$$x(x+1)\delta''+\left(2x+\tfrac32\right)\delta'-\frac kx\,\delta=0.\tag{13}$$

Put $\delta=x^\kappa F(x)$ with $\kappa$ a root of Eq. (9). The terms in $1/x$ multiplying $F$ cancel and there remains

$$x(1+x)F''+\left[2\kappa+\tfrac32+(2\kappa+2)x\right]F'+\kappa(\kappa+1)F=0.\tag{14}$$

This is the hypergeometric equation in the variable $-x$, with solution $F(\kappa,\kappa+1;2\kappa+\frac32;-x)$. For the growing mode, Euler's integral gives

$$F=\frac{\Gamma(2\lambda+\frac32)}{\Gamma(\lambda+1)\Gamma(\lambda+\frac12)}\int_0^1\frac{t^{\lambda}(1-t)^{\lambda-1/2}}{(1+xt)^{\lambda}}\,dt.$$

At large $x$ the denominator tends to $x^\lambda t^\lambda$ and the remaining integral is $1/(\lambda+\frac12)$. Therefore $x^\lambda F$ tends to the constant

$$G=\frac{\Gamma(2\lambda+\frac32)}{\Gamma(\lambda+1)\,\Gamma(\lambda+\frac32)}=2.871\quad(Z=1).\tag{15}$$

An asymmetry $\delta_0$ that starts on the growing mode at $x_0\ll1$ ends, while it stays small, at $\delta_\infty=Gx_0^{-\lambda}\delta_0$. Numerical integration of Newton's equations for both electrons, from $x_0=10^{-4}$ to about $x=10^5$ with $\delta_0=10^{-8}$, gives the same factor, 2.871.

## From instability to cross section

Trajectories at the edge of double escape end with $\delta$ of order one, where the linear equations fail. The exponent survives because of Coulomb scaling. With $\mathbf r=\boldsymbol\rho/E$ and $t=\tau E^{-3/2}$, kinetic and potential energies both scale as $E$, and Newton's equations in $\boldsymbol\rho,\tau$ describe motion at unit energy.

Choose a matching radius with $R_0\ll R\ll R_W$. There the decaying part of Eq. (10) has died out, $\delta$ is still small, and

$$\delta=AR^\lambda=a\,x^\lambda,\qquad a=A\left(\frac{C_0}{E}\right)^{\lambda}.\tag{16}$$

To leading order the scaled trajectory beyond this radius depends on the single number $a$. Both electrons escape when $|a|<a_c$, where $a_c$ is fixed by the full nonlinear motion at unit energy. Equivalently,

$$|A|<A_c=a_c\left(\frac{E}{C_0}\right)^{\lambda}.\tag{17}$$

If $P(A)$ is the density of amplitudes delivered by the inner zone, then

$$\sigma\propto\int_{-A_c}^{A_c}P(A)\,dA\simeq2P(0)A_c\propto E^\lambda.\tag{18}$$

The incident flux and the other initial-state factors are smooth at threshold and do not alter the power. If instead $P(A)\propto A^2$ near zero, the integral is proportional to $A_c^3$ and the exponent is $3\lambda=3.381$.

## Quantum motion across the ridge

Write the zero-angular-momentum wave function as $R^{-5/2}(\sin2\alpha)^{-1}\psi$, which removes the first derivatives in $R$ and $\alpha$. Leave out the bend, and also terms of order $1/R^2$ that carry no derivative, which are small beside $C_0/R$. Then

$$\left[-\frac12\frac{\partial^2}{\partial R^2}-\frac1{2R^2}\frac{\partial^2}{\partial\delta^2}-\frac{C_0+\frac12C_1\delta^2}{R}\right]\psi=E\psi.\tag{19}$$

Insert $\psi=K^{-1/2}e^{i\int K\,dR}\chi(\delta,R)$ with $K^2=2(E+C_0/R)$. The leading radial terms are $\frac12K^2\chi-iK\,\partial\chi/\partial R$, and $\frac12K^2$ cancels $E+C_0/R$. Near the ridge and at large $R$ we may drop $\partial^2\chi/\partial R^2$ and derivatives of $K$. With $dt=dR/K$ this gives

$$i\frac{\partial\chi}{\partial t}=\left[\frac{p^2}{2R^2}-\frac{C_1\delta^2}{2R}\right]\chi,\qquad p=-i\frac{\partial}{\partial\delta}.\tag{20}$$

The Heisenberg equations are $\dot\delta=p/R^2$ and $\dot p=C_1\delta/R$. They combine into the classical equation (8), so Eq. (10) holds with $A$ and $B$ as constant operators. At large $R$ the distribution of $\delta$ is that of $A$ stretched by $R^\lambda$:

$$|\chi(\delta,R)|^2\simeq R^{-\lambda}P\left(\delta R^{-\lambda}\right).\tag{21}$$

For a state even in $\delta$ with $P(0)\neq0$, the probability in a fixed narrow strip about the ridge falls as $R^{-\lambda}$. For an odd state $P\propto A^2$ and it falls as $R^{-3\lambda}$. Evaluation at $R\sim R_W$ gives $E^\lambda$ and $E^{3\lambda}$.

Equation (20) was also solved on a grid for $E=0$, $Z=1$, by the split-operator method. The even packet was a Gaussian whose probability density had a standard deviation of 0.063 rad at $R=2000$ bohr; the odd one was the same Gaussian amplitude multiplied by $\delta$. This width was chosen because it makes the leading correction from the decaying mode cancel; with another width the exponents would be approached more slowly. The probabilities within $|\delta|<0.015$ rad at 10,000 and 20,000 bohr gave exponents 1.1265 and 3.3800, against $\lambda=1.1269$ and $3\lambda=3.3807$. This tests the quadratic model of Eq. (20), not the full potential. By 20,000 bohr about 23% of the even packet and 69% of the odd one lie beyond $|\delta|=\pi/4$, where one of the distances in Eq. (2) would be negative.

## Escape windows in numbers

The window can be found without linearization. Two electrons start at $R_0=0.3$ nm (5.669 bohr) on a straight line through the nucleus, with $\dot\delta=0$ and total energy $E$. Newton's equations are integrated by a fourth-order Runge–Kutta method to about $10^4R_W$, and a root search finds the largest initial asymmetry $\delta_c$ for which the slower electron still has positive energy.

| $E$ (eV) | $\delta_c$ (rad) | mean exponent to next row |
|---|---|---|
| 1 | $1.984\times10^{-2}$ | 1.0999 |
| 0.1 | $1.577\times10^{-3}$ | 1.1241 |
| 0.01 | $1.185\times10^{-4}$ | 1.1266 |
| 0.001 | $8.851\times10^{-6}$ | 1.1269 |
| 0.0001 | $6.608\times10^{-7}$ | |

For the first row, $\log_{10}(1.984\times10^{-2}/1.577\times10^{-3})=1.100$. With an initial bend of 0.3 rad, the lowest decade again gives 1.1269.

The shortfall at higher energy follows from Eq. (12). Let $\delta_2$ be the solution that vanishes as $x\to\infty$. The quantity $x^2\sqrt f(\delta\,\delta_2'-\delta_2\,\delta')$ is constant for any other solution $\delta$, and at large $x$ it is proportional to $\delta_\infty$. For a start with $\delta'=0$ this gives

$$\delta_\infty\propto\delta_0\,x_0^2\sqrt{f(x_0)}\,\delta_2'(x_0).\tag{22}$$

At small $x$, $\delta_2\propto x^{\kappa_-}(1+bx)$, apart from an admixture of the growing mode smaller by $x^{2.75}$. The hypergeometric series gives

$$b=-\frac{\kappa_-(\kappa_-+1)}{2\kappa_-+\frac32}=\frac{1.020}{1.754}=0.582.$$

Differentiation turns the bracket into $1+b\frac{\kappa_-+1}{\kappa_-}x=1+0.224x$, while $x^2\sqrt f\simeq x^{3/2}(1+\frac12x)$. So $\delta_\infty\propto\delta_0x_0^{-\lambda}(1+0.724x_0)$, and the window behaves as

$$\delta_c\propto x_0^\lambda(1-0.724\,x_0),\qquad x_0=\frac{R_0}{R_W}.\tag{23}$$

At 1 eV, $R_W=3.055$ nm and $x_0=0.098$; at 0.1 eV, $x_0=0.0098$. The mean exponent over this decade should be lower than $\lambda$ by $0.724\times0.088/\ln10=0.028$, giving 1.099 against the computed 1.100. This correction belongs to the chosen start, with fixed $R_0$ and $\dot\delta=0$. A real atom has its own inner zone and its own correction.

At 0.001 eV, a trajectory started at half the critical asymmetry leaves the slower electron with 0.253 of $E$. If the energy were shared uniformly over the window, that share would fall linearly from $\frac12$ at the centre to zero at the edge, and would be 0.25 here. One point agrees with nearly uniform sharing but does not establish it.

## Use in a processing plasma

Between 1 eV and 0.1 eV above threshold the law reduces the cross section to $0.1^{1.127}=0.0747$ of its value. A linear law matched at 1 eV would give 0.1, so the Wannier value at 0.1 eV is 0.747 of the linear one. This comparison supposes that the power law holds up to 1 eV, which the derivation does not guarantee for any particular atom. The model has one threshold. Real species can have more within this range, such as the fine-structure level of Ar$^+$ about 0.18 eV above its ground state or the vibrational levels of a molecular ion, and autoionizing states can add structure.

Consider a low-pressure inductively coupled etch plasma with rough typical values: 10 mTorr, gas at 400 K, electron temperature $T=3$ eV, electron density $10^{11}$ cm$^{-3}$. The model atom has ionization energy $I=12$ eV, and its ion a static polarizability $\alpha_d=0.001$ nm³. At 0.1 eV the Wannier radius is 30.5 nm. The Debye length is about 41,000 nm, so screening is negligible on this scale. An ion at the mean ion spacing produces about 3.1 V/cm, which changes the energy by $9.5\times10^{-6}$ eV over 30.5 nm, about $10^{-4}$ of $E$. Much farther out, midway between the two ions, the barrier for a single escaping electron is lower than for an isolated ion by about 2 meV (2.7 meV from the two attractions, less the 0.7 meV by which the neighbour already lowers an electron at the parent ion); for a pair leaving along the ridge the shift is also of the order of 1 meV, but its sign depends on direction. With one neighbouring ion, the barrier is lowered for a pair along the line of the two ions, while the energy is raised for a pair at right angles to it. The isolated-atom law therefore needs $E$ well above a few meV. For gas density $n$, the typical spacing $n^{-1/3}$ is 161 nm, which equals $R_W$ at $E=0.019$ eV. A sphere of radius $R_W$ then holds about four other gas atoms on average; it holds one at about 0.031 eV. On the ridge each electron is at $R_W/\sqrt2$ from the ion, and that smaller sphere holds about 1.5 atoms at 0.019 eV. This alone does not invalidate the isolated-atom model, but their effect is not estimated here.

Ion polarization acts at short range. On the ridge the two electron fields at the ion cancel. For small $\delta$, $r_{1,2}\simeq R(1\mp\delta)/\sqrt2$, so the net field is $8\delta/R^2$ and the induced energy is $-\frac12\alpha_d(8\delta/R^2)^2=-32\alpha_d\delta^2/R^4$. Relative to the Coulomb term $-C_1\delta^2/(2R)$ this is

$$\frac{64\,\alpha_d}{C_1R^3}.\tag{24}$$

The ratio is 0.30 at 0.3 nm and $2.9\times10^{-4}$ at 3.055 nm. For a small bend the net field is $2\varphi/R^2$, and the induced energy $-2\alpha_d\varphi^2/R^4$ opposes the Coulomb restoring term $C_2\varphi^2/(2R)$. Its size relative to that term is 0.84 at 0.3 nm and $7.9\times10^{-4}$ at 3.055 nm. Polarization is thus the largest of these effects near the launch radius, but its rapid decrease confines it to the prefactor. The WKB parameter $|d(1/K)/dR|$, taken at $E=0$, is 0.10 and 0.03 at the same radii.

The law alone does not supply an ionization rate. For Maxwellian electrons the rate integrand is proportional to $\sigma\,(I+E)\,e^{-E/T}$. If $\sigma\propto E^\lambda$ is extended to all energies, 2.4% of ionizing collisions lie within 1 eV of threshold. A real cross section that falls below this extension at high energy would raise the fraction.

Real discharges can also depart from a Maxwellian. The full integral is $\Gamma(\lambda+1)T^{\lambda+1}[I+(\lambda+1)T]$. If the electrons above threshold follow a tail temperature of 1.5 eV instead of 3 eV, it falls by $2^{2.127}\times18.4/15.2=5.3$. The part below 1 eV, where the mean excess energy weighted by $E^\lambda$ is 0.68 eV, falls by only about $e^{0.68/3}=1.25$. The fraction then rises to roughly 10%. Most of the rate in this model still comes from energies where the threshold law has not been justified, so a rate calculation needs the cross section well above threshold.
